# Self-consistent surface of semi-infinite jellium by a screened Poisson iteration

Two decisions have to be made in a calculation of the work function of a jellium surface: how to turn a new electron density into a new potential, and when to stop. Solving Poisson's equation directly with the new density makes the calculation diverge. Neutrality of the surface is a useful check but does not show that the calculation is finished: in an example below, a neutral surface has a potential that the next update changes by 0.8 eV. The scheme below deals with both difficulties.

## The problem and the unknown

Algebra is in atomic units, numbers are in eV and Å. A uniform positive background of density $\bar n=k_F^3/3\pi^2$ fills $z<0$; call it $n_+(z)$. The electrons are unpolarized and treated in the local-density approximation (LDA), with Slater exchange and Perdew-Wang 1992 correlation. All potentials are potential energies of an electron. Let $w(z)$ be the electrostatic part, set to zero deep in the metal. An electron is repelled by excess electrons, so with $\rho=n-n_+$

$$w''=-4\pi\rho .$$

The effective potential, also zero in the bulk, is

$$u(z)=w(z)+v_{xc}(n(z))-v_{xc}(\bar n).$$

A slab would have discrete wave numbers normal to the surface, and its Fermi level would have to be found from its total charge. In a half-space the normal wave number $k$ is continuous and the bulk fixes the Fermi energy at $k_F^2/2$. No parameter is left with which to enforce neutrality, so neutrality becomes a check.

## Density from scattering states

Each $k$ between 0 and $k_F$ has one standing wave, with $\psi_k\to\sin(kz-\gamma(k))$ in the bulk and decay in the vacuum. In a metal of length $\ell$ the normalized wave is $\sqrt{2/\ell}\,\psi_k$ and the sum over $k$ becomes $(\ell/\pi)\int dk$. The wave vectors parallel to the surface fill a disc of area $\pi(k_F^2-k^2)$, which holds $2\pi(k_F^2-k^2)/(2\pi)^2$ electrons per unit area, spin included. The product of these factors gives

$$n(z)=\frac1{\pi^2}\int_0^{k_F}(k_F^2-k^2)\,\psi_k^2(z)\,dk .$$

Deep inside $\psi_k^2$ averages to $1/2$, and the integral gives $k_F^3/3\pi^2=\bar n$, as it must.

The wave equation is $\psi''=-f\psi$ with $f=k^2-2u$. On a grid of step $h$, Taylor expansion gives $\psi_{i+1}+\psi_{i-1}-2\psi_i=h^2\psi_i''+h^4\psi_i''''/12$ up to order $h^6$. Replacing $h^2\psi''''_i$ by the second difference of $\psi''=-f\psi$, and writing $c=1+h^2f/12$ and $y=c\psi$, one finds $y_{i+1}+y_{i-1}-2y_i=-h^2f_i\psi_i$. Since $h^2f_i\psi_i=12(c_i-1)y_i/c_i$, this is the Numerov recursion

$$y_{i-1}=\left(\frac{12}{c_i}-10\right)y_i-y_{i+1}.$$

It runs from the vacuum inward, because the wanted solution grows in that direction and the unwanted one dies out.

At a depth $L$ the potential is cut to zero, and the wave continues as a free wave to $-\infty$. With $\psi_0=A\sin\theta$ at $z=-L$ and $\psi_1=A\sin(\theta+kh)$ at the next point,

$$A\cos\theta=\frac{\psi_1-\psi_0\cos kh}{\sin kh},\qquad \gamma=-kL-\theta .$$

The first relation fixes the amplitude $A$, by which the wave is divided. The second fixes $\gamma$ up to a multiple of $\pi$, which is settled by continuity in $k$ and $\gamma(0)=0$. The density integral, and with it the charge formula derived below, assumes that the surface binds no state below the bulk band.

The wall $u=e^{2z}/2$ tests the integrator. With $x=e^z$ its decaying solution is the modified Bessel function $K_{ik}(x)$, which for small $x$ is the real part of $\Gamma(ik)(x/2)^{-ik}$. Its phase, together with $\arg\Gamma(ik)=\arg\Gamma(1+ik)-\pi/2$, gives $\gamma=k\ln2+\arg\Gamma(1+ik)$. The largest error found is $6\times10^{-8}$ rad.

The $k$ grid has 48 Gauss-Legendre points. At depth $L$ the integrand oscillates as $\cos 2kL$. For the densest case below, $2k_FL=2\times1.7447\times20\approx70$ rad, or 11 periods, which leaves about four points per period. A deeper region needs proportionally more points.

## Why the direct Poisson step diverges

Suppose $u$ is wrong by a small wave $\delta u$ of wave number $p$ in the bulk. The density responds by $\delta n=\chi_0\delta u$ with

$$\chi_0(p)=-\frac{k_F}{\pi^2}\,\mathcal L(p),\qquad \mathcal L=\frac12+\frac{1-s^2}{4s}\ln\left|\frac{1+s}{1-s}\right|,\quad s=\frac p{2k_F}.$$

The Lindhard function $\mathcal L$ falls from 1 at $p=0$ towards 0. Poisson's equation then returns $\delta w=4\pi\chi_0\delta u/p^2$, which for long waves is

$$\delta w\approx-\frac{k_{TF}^2}{p^2}\,\delta u,\qquad k_{TF}^2=\frac{4k_F}\pi .$$

The error comes back reversed in sign and enlarged without limit as $p\to0$. A deeper metal region admits longer waves and makes matters worse.

The cure, a screened iteration, subtracts $q^2w$ on both sides of Poisson's equation, new on the left and old on the right. Here $u$ is the only stored unknown. From it follow the density $n$ and the electrostatic potential that $u$ implies,

$$w=u-v_{xc}(n)+v_{xc}(\bar n).$$

Then one solves

$$w_{new}''-q^2w_{new}=-4\pi\rho-q^2w,\qquad u_{new}=u+w_{new}-w .$$

When $w_{new}=w$ the two $q^2$ terms cancel and Poisson's equation holds, so $q$ affects the path and not the result. The boundary conditions are $w_{new}(-L)=0$ and zero slope at the vacuum end. The second derivative becomes the three-point difference. The background has half its value at the grid point $z=0$, as the trapezoidal rule requires at a jump.

To find the error factor, let $f_{xc}=dv_{xc}/dn$ at $\bar n$. Then $\delta w=(1-f_{xc}\chi_0)\delta u$, and the screened equation gives

$$\delta w_{new}=\frac{4\pi\chi_0\,\delta u+q^2\delta w}{p^2+q^2},\qquad
\delta w_{new}-\delta w=\frac{4\pi\chi_0\,\delta u-p^2\delta w}{p^2+q^2}.$$

Adding $\delta u$ yields $\delta u_{new}=g(p)\,\delta u$ with

$$g(p)=1-\frac{p^2(1-f_{xc}\chi_0)-4\pi\chi_0}{p^2+q^2},\qquad g(0)=1-\frac{k_{TF}^2}{q^2}.$$

Long waves shrink if $|g(0)|<1$, that is if $q^2>k_{TF}^2/2$. The choice $q=k_{TF}$ removes them in one step. For this choice the numerator of $g$ is $k_{TF}^2(1-\mathcal L)+p^2f_{xc}\chi_0$. Both terms are non-negative, since $f_{xc}$ and $\chi_0$ are both negative, so $g\ge0$. Also $g<1$ as long as $f_{xc}\chi_0<1$, which holds when the chemical potential of the uniform gas rises with density, that is for $r_s<2.78$ Å (5.25 bohr) in this LDA, a range that includes the three cases below. The condition is sufficient but not necessary: $g<1$ requires only $p^2(1-f_{xc}\chi_0)-4\pi\chi_0>0$. Within linear response of the bulk every wave then decays.

These factors were tested at $r_s=1.5$ Å, where $r_s$ is the radius of the sphere holding one electron, with a small Gaussian bump of width $\sigma=2.5$ Å placed 10 Å below the surface. The prediction for its centre is the average of $g(p)$ with weight $e^{-p^2\sigma^2/2}$.

| $q^2/k_{TF}^2$ | $g(0)$ | predicted | measured |
|---|---|---|---|
| 0.4 | −1.5 | −1.289 | −1.289 |
| 1.0 | 0 | 0.030 | 0.030 |
| 2.0 | 0.5 | 0.504 | 0.504 |

With $q=0$ the largest response is 193 times the height of the bump. The number can be derived. The bump of height $b$ displaces charge $-(k_{TF}^2/4\pi)\,b\sigma\sqrt{2\pi}$ per area. Since the slope vanishes on the vacuum side, the slope between $-L$ and the bump is $-k_{TF}^2b\sigma\sqrt{2\pi}$. It acts over the 10 Å from the fixed end to the bump, and

$$1.755^2\times2.5\times2.507\times10\approx193 .$$

## What the screening term slows down

In the vacuum there are no electrons to respond, $\chi_0=0$, and the factor is $g=q^2/(p^2+q^2)$, close to 1 for long waves. An error there is held near zero by the metal at $z\approx0$ and has zero slope at the vacuum end $z=R$. Its slowest form is therefore about $\sin(\pi z/2R)$, with $p=\pi/2R$. For $R=8$ Å and $q=1.755$ Å$^{-1}$, $p^2=0.0386$ Å$^{-2}$ and $q^2=3.080$ Å$^{-2}$, so

$$g\approx\frac{3.080}{3.080+0.0386}=0.988 .$$

The measured factor is 0.986, and after 80 plain steps 40% of an initial error in the vacuum level remains. The measured factor corresponds to a length of 7.5 Å instead of the 8 Å used in the estimate.

This mode also makes the residual $r=u_{new}-u$ misleading. For a mode with factor 0.986 the residual is 0.014 of the error, so the vacuum level is wrong by about 70 times the residual. The work function depends directly on that level.

Anderson acceleration greatly shortens the delay. From the last few iterates one keeps the differences $\Delta u_j$ and $\Delta r_j$ between neighbours, finds the coefficients $a_j$ that minimize the norm of $r-\sum_ja_j\Delta r_j$, and takes

$$u_{next}=u+r-\sum_ja_j(\Delta u_j+\Delta r_j).$$

If $r$ were linear in $u$, the step would go to the best point of the space already explored and apply the screened update there. At $r=0$ the coefficients vanish for independent $\Delta r_j$, and $u$ stays where it is. The three cases below took 17 to 19 updates.

## Neutrality from the phases

The density oscillates far into the metal, so a direct integral of $\rho$ depends on where it is cut. The phases give the total charge without that ambiguity. Differentiate $-\tfrac12\psi''+u\psi=\tfrac12k^2\psi$ with respect to $k$, writing $\dot\psi=\partial\psi/\partial k$:

$$-\tfrac12\dot\psi''+u\dot\psi=\tfrac12k^2\dot\psi+k\psi .$$

Multiply this by $\psi$, the original equation by $\dot\psi$, and subtract. The terms in $u$ and $k^2$ cancel, leaving $k\psi^2=-\tfrac12(\psi\dot\psi'-\dot\psi\psi')'$. Integrating from $-L$ to the vacuum, where everything vanishes,

$$k\int_{-L}^\infty\psi^2dz=\tfrac12(\psi\dot\psi'-\dot\psi\psi')_{z=-L}.$$

At $z=-L$ the wave has $\psi=\sin\theta$, $\psi'=k\cos\theta$, $\dot\psi=-(L+\gamma')\cos\theta$ and $\dot\psi'=\cos\theta+k(L+\gamma')\sin\theta$, where $\theta=-(kL+\gamma)$ and $\gamma'=d\gamma/dk$. Hence

$$\int_{-L}^\infty\psi_k^2dz=\frac{L+\gamma'}2-\frac{\sin[2(kL+\gamma)]}{4k}.$$

Now multiply by $(k_F^2-k^2)/\pi^2$ and integrate over $k$.

- The $L$ term gives $\bar nL$, which the background cancels.
- The $\gamma'$ term is integrated by parts. The boundary terms vanish because $\gamma(0)=0$ and the weight is zero at $k_F$. The result is $\pi^{-2}\int_0^{k_F}k\gamma\,dk$.
- In the sine term, the part with $\sin(2\gamma)/k$ is regular at $k=0$ and averages out as $L\to\infty$. The part with $\sin(2kL)/k$ acts only near $k=0$, where its integral is $\pi/2$. It contributes $-k_F^2/8\pi$.

The excess number of electrons per area is therefore

$$\Sigma=\frac1{\pi^2}\int_0^{k_F}k\gamma\,dk-\frac{k_F^2}{8\pi},$$

and neutrality means that the phase average $(2/k_F^2)\int_0^{k_F}k\gamma\,dk$ equals $\pi/4$. The version with finite $L$ was tested against direct quadrature of the density.

The rule also supplies a neutral start. Moving a barrier outward by $a$ turns $\gamma$ into $\gamma+ka$ and adds $ak_F^3/3\pi^2=\bar na$ to $\Sigma$. A smooth trial barrier is thus made neutral by the shift $a=-\Sigma/\bar n$.

## The potential at the background edge

A neutral trial barrier is not a solution, so a second check is needed that involves the potential. For each state,

$$\frac d{dz}\left[\tfrac12\psi'^2+\tfrac12(k^2-2u)\psi^2\right]=\psi'[\psi''+(k^2-2u)\psi]-u'\psi^2=-u'\psi^2 .$$

The bracket on the left is $k^2/2$ in the bulk and zero in the vacuum, so $\int u'\psi_k^2dz=k^2/2$. Summing over states,

$$\int n\,u'dz=\frac1{2\pi^2}\int_0^{k_F}(k_F^2-k^2)k^2dk=\frac{k_F^5}{15\pi^2}=\bar n\,\frac{k_F^2}5 ,$$

the pressure of the non-interacting gas. Let $\varepsilon_{xc}(n)$ be the exchange-correlation energy per electron, so that $v_{xc}=d(n\varepsilon_{xc})/dn$. Then $n\,dv_{xc}=d[n(v_{xc}-\varepsilon_{xc})]=d(n^2\varepsilon_{xc}')$, with the prime on $\varepsilon_{xc}$ meaning $d/dn$. From bulk to vacuum this integrates to $-\bar n^2\varepsilon_{xc}'(\bar n)$. Because $u'=w'+v_{xc}'$,

$$\int n\,w'dz=\bar n\frac{k_F^2}5+\bar n^2\varepsilon_{xc}'(\bar n).$$

Poisson's equation gives $\int\rho\,w'dz=-\frac1{8\pi}[w'^2]$, which vanishes because a neutral surface has no field at either end. So $n$ may be replaced by $n_+$ on the left, and $\int n_+w'dz=\bar n[w(0)-w(-\infty)]$. With $\varepsilon=\tfrac3{10}k_F^2+\varepsilon_{xc}$, whose kinetic part has $\bar n\,d/d\bar n$ equal to $k_F^2/5$, the Budd-Vannimenus rule follows:

$$w(0)-w(-\infty)=\bar n\frac{d\varepsilon}{d\bar n}.$$

For a background that ends in a sharp step, the edge potential is the pressure of the uniform gas divided by its density, and the details of the self-consistent electron profile do not enter.

The cut at $-L$ hardly disturbs this rule. If the grid holds a net charge $Q$ per area, then $w'(-L)=4\pi Q$ and $\int\rho w'dz=2\pi Q^2$. The small jump of $v_{xc}$ at the cut enters through $n\,dv_{xc}$, and to first order it compensates the change of pressure caused by the shifted density there. Both effects are of second order. The edge rule is thus a sharp check of the wave functions and of the form of Poisson's equation, though not of its constant $4\pi$, which drops out. It is a poor check of the depth $L$. For that, $L$ must be varied.

## Numbers for three densities

The runs use round values of $r_s$, a depth of 20 Å, a vacuum of 8 Å and a step of 0.025 Å. The full record is in the numerical output.

| $r_s$ (Å) | edge potential (eV) | uniform gas (eV) | dipole barrier (eV) | work function (eV) |
|---|---|---|---|---|
| 1.1 | 2.458 | 2.458 | 5.99 | 3.77 |
| 1.5 | 0.860 | 0.860 | 2.61 | 3.44 |
| 2.5 | −0.127 | −0.127 | 0.42 | 2.63 |

The sign change of the edge potential can be read from its two parts. The kinetic part $k_F^2/5$ is $2/5$ of the Fermi energy. At $r_s=1.5$ Å it is $0.4\times6.237=2.495$ eV, which leaves $0.860-2.495=-1.635$ eV for exchange and correlation. At 2.5 Å the parts are $0.898$ and $-1.025$ eV, and the pressure is negative: the uniform gas would contract if its background could.

The dipole barrier is $D=w(\infty)-w(-\infty)$. Integrating $w'(z)=4\pi\int_z^\infty\rho\,dz'$ once more gives $D=4\pi\int z\rho\,dz$ for a neutral surface. On a grid cut at $-L$ that holds a net charge $Q$ per area, the form to evaluate is $4\pi\int(z+L)\rho\,dz$. The extra term $4\pi LQ$ is about 0.1 eV in size in the runs here. Far outside $v_{xc}=0$, so $u(\infty)=D-v_{xc}(\bar n)$, and the work function is

$$\Phi=D-v_{xc}(\bar n)-\tfrac12k_F^2=2.609+7.067-6.237=3.439\ \text{eV}$$

at $r_s=1.5$ Å, or 0.1264 hartree. Halving the depth to 10 Å leaves the printed value unchanged. The density at the edge is $0.43\,\bar n$, and its highest peak, 4% above $\bar n$, lies 1.5 Å inside.

In the same run the phase average is 0.78518 against $\pi/4=0.78540$. The excess is $-1.8\times10^{-5}$ Å$^{-2}$, about 0.03% of the term $k_F^2/8\pi=0.065$ Å$^{-2}$ that the phase integral has to balance.

The history shows what each monitor is worth. The first update starts neutral to $3\times10^{-11}$ Å$^{-2}$, yet its residual is 0.81 eV, and the electrostatic potential $w_{new}$ that it returns misses the edge rule by 0.033 eV. By update 5 the excess has grown to $-1.5\times10^{-3}$ Å$^{-2}$ while the residual has dropped to 0.05 eV. At update 13 $w_{new}$ obeys the edge rule to 0.0001 eV although the residual is still 0.0016 eV. Neither sum rule alone shows convergence. The run may stop when the residual is small enough even after multiplication by the factor for the vacuum mode, about 70 here. The two sum rules then test the result in different ways. Neither contains the constant $4\pi$ of Poisson's equation, however, so an error in that constant would pass both and still change the work function.

The work functions are those of LDA jellium. The model has no lattice, and the LDA potential decays with the density outside the metal instead of following the image potential.

## Computed results

```
grid: step 0.025 A, bulk depth 20.0 A, vacuum 8.0 A, 48 k points
exponential wall, largest phase error: 6.3e-08 rad
--- r_s = 1.5 A, nbar = 0.07074 A^-3, kF = 1.2794 A^-1
Fermi energy 6.237 eV, bulk v_xc -7.067 eV, q = kTF = 1.755 A^-1
updates to convergence: 17
mean phase 0.78518 rad, pi/4 = 0.78540 rad
excess from phases -1.77e-05 A^-2, charge on grid -2.81e-05 A^-2
edge potential 0.8598 eV, uniform-gas value 0.8598 eV
dipole barrier 2.609 eV, work function 3.439 eV
--- r_s = 1.1 A, nbar = 0.17936 A^-3, kF = 1.7447 A^-1
Fermi energy 11.597 eV, bulk v_xc -9.375 eV, q = kTF = 2.049 A^-1
updates to convergence: 19
mean phase 0.78533 rad, pi/4 = 0.78540 rad
excess from phases -1.11e-05 A^-2, charge on grid -2.63e-05 A^-2
edge potential 2.4580 eV, uniform-gas value 2.4581 eV
dipole barrier 5.987 eV, work function 3.765 eV
--- r_s = 2.5 A, nbar = 0.01528 A^-3, kF = 0.7677 A^-1
Fermi energy 2.245 eV, bulk v_xc -4.457 eV, q = kTF = 1.359 A^-1
updates to convergence: 17
mean phase 0.78550 rad, pi/4 = 0.78540 rad
excess from phases 2.96e-06 A^-2, charge on grid 2.92e-05 A^-2
edge potential -0.1274 eV, uniform-gas value -0.1274 eV
dipole barrier 0.419 eV, work function 2.630 eV
--- main case: work function 0.12638 hartree
n(0)/nbar = 0.4301, peak n/nbar = 1.0423 at z = -1.50 A
update 1: residual 8.1e-01 eV, edge defect 0.0332 eV, excess 3.3e-11 A^-2
update 5: residual 5.2e-02 eV, edge defect 0.0028 eV, excess -1.5e-03 A^-2
update 9: residual 6.8e-03 eV, edge defect 0.0003 eV, excess -5.6e-04 A^-2
update 13: residual 1.6e-03 eV, edge defect 0.0001 eV, excess 3.4e-05 A^-2
update 17: residual 1.8e-07 eV, edge defect -0.0000 eV, excess -1.8e-05 A^-2
work function with 10 A depth: 3.439 eV
bump width 2.5 A, centre z = -10.0 A
q^2/kTF^2 = 0.4: bump factor measured -1.289, predicted -1.289
q^2/kTF^2 = 1.0: bump factor measured 0.030, predicted 0.030
q^2/kTF^2 = 2.0: bump factor measured 0.504, predicted 0.504
bare Poisson step (q = 0) amplifies the bump by 193
plain iteration: error factor per step 0.9861, estimate 0.9876
vacuum length implied by that factor: 7.54 A
error left after 80 plain steps: 0.395 of start
```
